# What a Richardson plot measures when the barrier depends on temperature

## Question

I have saturation current densities $J$ calculated for a model metal contact on n-type silicon. The current is thermionic emission over a uniform barrier.

| $T$ (K) | $1/kT$ (1/eV) | $J$ (A/cm²) | $\ln(J/T^2)$ |
|---|---|---|---|
| 250 | 46.41807 | $2.0922\times10^{-8}$ | −28.72540 |
| 300 | 38.68173 | $1.4684\times10^{-5}$ | −22.53633 |
| 350 | 33.15577 | $1.6621\times10^{-3}$ | −18.11556 |

In the last column, $J/T^2$ is in A cm⁻² K⁻². The Richardson plot, $\ln(J/T^2)$ against $1/kT$, is a straight line. I read the barrier from its slope. But if I insert that barrier and the Richardson constant of silicon, $A^*=246.6$ A cm⁻² K⁻², into the emission law, I do not get back the current at 300 K. How can a perfectly straight plot give the wrong barrier, and what is the barrier at 300 K?

## Answer

Start with what your line says. Between the end points,

$$
-\frac{\Delta\ln(J/T^2)}{\Delta(1/kT)}=\frac{-18.11556+28.72540}{46.41807-33.15577}\ \text{eV}=\frac{10.60984}{13.26230}\ \text{eV}=0.800\ \text{eV}.
$$

The intercept, from the 300 K point, is $-22.53633+0.800\times38.68173=8.409$, so the apparent prefactor is $e^{8.409}\approx4490$ A cm⁻² K⁻². That is 18.2 times $A^*$. The missing factor in your current is sitting in the intercept, and the emission law shows how it can get there.

### The emission law at one temperature

Let $\phi$ be the energy from the metal's Fermi level to the conduction-band edge at the interface. With $J$ the equilibrium flux in either direction, a forward voltage $V$ multiplies the flux from the semiconductor by $e^{eV/kT}$, so the net current is $J(e^{eV/kT}-1)$. This $J$ is the saturation current density.

Take one conduction-band valley with masses $m_x,m_y,m_z$, where $x$ is normal to the interface, and let $\mathbf q$ be the wave vector measured from the valley minimum. An electron at the interface has energy $\phi+\sum_i\hbar^2q_i^2/2m_i$ above the Fermi level. At 300 K the occupation at the barrier top is $7\times10^{-13}$, so the Fermi function may be replaced by a Boltzmann factor. With two spin states,

$$
J_{\rm valley}=\frac{2e}{(2\pi)^3}\,e^{-\phi/kT}\int_{q_x>0}\frac{\hbar q_x}{m_x}\,e^{-\sum_i\hbar^2q_i^2/2m_ikT}\,d^3q .
$$

The normal integral is $kT/\hbar$; $m_x$ cancels. Each in-plane integral is a Gaussian, $\sqrt{2\pi m_ikT}/\hbar$. Multiplying and using $\hbar=h/2\pi$,

$$
J_{\rm valley}=\frac{2e}{8\pi^3}\,\frac{kT}{\hbar}\,\frac{2\pi kT\sqrt{m_ym_z}}{\hbar^2}\,e^{-\phi/kT}
=\frac{4\pi ek^2\sqrt{m_ym_z}}{h^3}\,T^2e^{-\phi/kT}.
$$

For a free electron mass the coefficient is 120.17 A cm⁻² K⁻². A (100) silicon face has two valleys with in-plane masses $(m_t,m_t)$ and four with $(m_l,m_t)$. With the rough values $m_l=0.92$ and $m_t=0.19$, in electron masses, the multiplier is

$$
2m_t+4\sqrt{m_lm_t}=0.380+1.672=2.052 ,
$$

which gives your $A^*=246.6$ A cm⁻² K⁻². Hence

$$
J=A^*T^2e^{-\phi(T)/kT}. \qquad (1)
$$

Nothing in this derivation compares two temperatures. The barrier in (1) is the one present at the temperature $T$ of the measurement.

### Where a linear temperature dependence goes

Suppose that over the measured range

$$
\phi(T)=\phi_0-aT .
$$

A positive $a$ means that the barrier falls on heating. The exponent in (1) becomes

$$
-\frac{\phi_0-aT}{kT}=-\frac{\phi_0}{kT}+\frac{a}{k}.
$$

The temperature has cancelled from the second term. Therefore

$$
\ln\frac{J}{T^2}=\left(\ln A^*+\frac ak\right)-\frac{\phi_0}{kT}. \qquad (2)
$$

The slope against $1/kT$ is $-\phi_0$, and the apparent prefactor is

$$
A_{\rm app}=A^*e^{a/k}.
$$

The linear term does not bend the line or alter its slope. It moves the whole line up for $a>0$ and down for $a<0$. Straightness is thus no evidence for a constant barrier.

Your currents belong to $\phi_0=0.800$ eV and $a=0.250$ meV/K. With $k=0.08617$ meV/K,

$$
\frac ak=\frac{0.250}{0.08617}=2.901,\qquad e^{2.901}=18.2 ,
$$

which is the factor found in the intercept. The currents themselves were obtained by summing the flux numerically over $\mathbf q$ with Fermi occupation, without using (1). A fit to eleven of them from 250 to 350 K gives 0.800 eV and a prefactor ratio of 18.19, in agreement with (2).

### The barrier at 300 K

If $A^*$ is known independently, equation (1) can be solved at a single temperature:

$$
\phi(T)=kT\left[\ln A^*-\ln\frac{J}{T^2}\right]. \qquad (3)
$$

At 300 K, with $\ln 246.64=5.508$,

$$
\phi(300\ \text{K})=\frac{5.508+22.536}{38.682}\ \text{eV}=0.725\ \text{eV}.
$$

This equals $\phi_0-aT=0.800-0.075$ eV. The slope energy is 75 meV above the barrier that the electrons cross at 300 K.

Combining the slope energy with the nominal $A^*$ gives $8.07\times10^{-7}$ A/cm² at 300 K, while the current is $1.468\times10^{-5}$ A/cm². The ratio is again 18.2. Two pairings are consistent: the slope energy with the apparent prefactor, or the actual barrier with $A^*$. The first suffices for interpolating the current. A band diagram at 300 K needs the second.

The plot alone cannot choose between them. Equation (2) contains $A^*$ and $a$ only in the combination $\ln A^*+a/k$, so a contact with a constant barrier of 0.800 eV and a true Richardson constant of 4490 A cm⁻² K⁻² would produce the same line. Outside information on $A^*$ or on $a$ is needed. If the assumed $A^*$ is wrong by a factor of two, the inferred $a$ changes by $k\ln2=0.060$ meV/K, and the barrier from (3) changes by $kT\ln2$, or 18 meV at 300 K.

### A barrier that is not linear in temperature

For any smooth $\phi(T)$, put $b=1/kT$, so that $\ln(J/T^2)=\ln A^*-b\phi$. The local slope energy is

$$
E(T)=-\frac{d}{db}\ln\frac J{T^2}=\phi+b\frac{d\phi}{db}.
$$

Since $T=1/kb$, we have $dT/db=-1/kb^2=-T/b$, and hence

$$
E(T)=\phi-T\frac{d\phi}{dT}. \qquad (4)
$$

The tangent meets $b=0$ at $\ln(J/T^2)+bE=\ln A^*+b(E-\phi)$. By (4), $b(E-\phi)=-(1/k)\,d\phi/dT$, so the tangent's prefactor is

$$
A^*\exp\left(-\frac1k\frac{d\phi}{dT}\right).
$$

Equation (4) has the form of the thermodynamic relation between enthalpy and free energy, $H=G-T\,dG/dT$. The barrier plays the part of $G$, the slope energy that of $H$, and $-d\phi/dT$ that of the entropy. The rate at temperature $T$ is set by the free energy, while its temperature derivative reveals the enthalpy.

It is tempting to rescue the slope by calling it "the barrier at absolute zero". That holds if the linear law continues down to $T=0$. A semiconductor gap flattens at low temperature, and a barrier that follows it does too. A simple form with this behaviour is

$$
\phi(T)=\phi(0)-\frac{\alpha T^2}{T+\beta},\qquad
\frac{d\phi}{dT}=-\alpha\frac{2T(T+\beta)-T^2}{(T+\beta)^2}=-\alpha\frac{T(T+2\beta)}{(T+\beta)^2}.
$$

Inserting both into (4),

$$
E=\phi(0)+\alpha T^2\,\frac{-(T+\beta)+(T+2\beta)}{(T+\beta)^2}
=\phi(0)+\frac{\alpha\beta T^2}{(T+\beta)^2}.
$$

For positive $\alpha$ and $\beta$ the slope energy found at any $T>0$ exceeds $\phi(0)$, which is itself the largest value the barrier takes. As $T\to0$ the excess vanishes, so a plot taken at sufficiently low temperature would give $\phi(0)$, provided thermionic emission still carried the current there.

Take $\beta=640$ K and choose $\alpha=0.466$ meV/K, so that the value and derivative at 300 K match those of your linear barrier. Then $\phi(0)=0.770$ eV and $\phi(300\ \text{K})=0.725$ eV, but the local slope energy at 300 K is 0.800 eV. It is neither of the two barriers. Between 250 and 350 K it rises only from 0.793 to 0.807 eV, and a straight-line fit leaves a largest residual of 0.014 in $\ln(J/T^2)$, about 1.4% in current. With eleven points, random scatter of 2% or more in the current would largely hide such a curvature.

### How far a real silicon contact departs from this

The numbers are rough typical ones for a metal on lightly doped n-type silicon. The coefficient $a=0.25$ meV/K is about the rate at which the silicon gap shrinks near room temperature. It is appropriate if the interface fixes the Fermi level relative to the valence band, so that the electron barrier takes up the whole change of the gap. If the Fermi level is fixed relative to the conduction band instead, $a$ is close to zero and the slope does give the barrier, within model (1).

Real contacts also break other assumptions. Let an omitted effect multiply the current by $g(T)$. Since $-d/db=kT^2\,d/dT$, it shifts the local slope energy by $kT\,d\ln g/d\ln T$ and the tangent's intercept by $\ln g+d\ln g/d\ln T$. Even a modest $g$ can matter if it varies with temperature. I take a donor density $N=10^{15}$ cm⁻³ and relative permittivity 11.7, with $\varepsilon$ the full permittivity.

**Image force.** The band bending is $\psi=\phi-kT\ln(N_c/N)$, with $N_c$ the effective density of conduction-band states; it is 0.461 eV at 300 K. Where the bands are bent by $u$, the electron density is $Ne^{-u/kT}$ and the net charge density is $eN(1-e^{-u/kT})$. Integrating Poisson's equation once gives $F^2=(2N/\varepsilon)\int_0^\psi(1-e^{-u/kT})\,du$ for the interface field $F$. Since $\psi\gg kT$, this is $F=\sqrt{2N(\psi-kT)/\varepsilon}$, or 0.0116 MV/cm. The electron's energy near the interface contains $-e^2/(16\pi\varepsilon x)-eFx$. Its maximum is at $x^2=e/(16\pi\varepsilon F)$, where both terms are equal, and lies $\sqrt{e^3F/4\pi\varepsilon}=11.9$ meV below the unmodified edge. Heating reduces $\psi$, and with it this lowering. By (4), the slope energy therefore falls by more than the lowering itself: 14.7 meV in the fit.

**Tunnelling.** For a triangular barrier, an electron a depth $\delta$ below the top has the WKB exponent

$$
S(\delta)=\frac2\hbar\int_0^{\delta/eF}\!\sqrt{2m(\delta-eFx)}\,dx=\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar eF}.
$$

Weighting by the thermal population gives $g=1+(kT)^{-1}\int e^{\delta/kT-S(\delta)}d\delta$. With the light mass $m_t$ used for all valleys, $g=1.22$ at 300 K. This estimate counts every electron above the top as transmitted. Quantum reflection is left out. It depends on the metal side and can outweigh the gain: for an abrupt free-electron metal with its band bottom 6 to 12 eV below the edge, solving the one-dimensional wave equation with mass $m_t$ in silicon, without the image force, gives $g$ between about 0.45 and 0.34. These values assume that the wave function and its derivative divided by the mass are continuous at the interface. Matching the derivative alone would give about 0.1, so they are only as good as that assumption. They also ignore the in-plane wave vector of the side valleys. Conserving it, and giving the other two valleys their normal mass $m_l$, yields about 0.55 for the 6 eV band bottom and 0.35 for 12 eV. The value 1.22 therefore describes the WKB gain alone, not the net correction. The same holds for the tunnelling row in the table below: in the one-dimensional wave solution the slope energy shifts up instead of down, by 3 to 4 meV with the first matching condition and by about 6 meV with the second.

**Supply by diffusion.** Electrons must reach the interface before they can cross it. Let $n$ be their density there, $n_0$ its equilibrium value and $n_b$ the value it would have in equilibrium with the biased bulk. The particle flux is $v_e(n-n_0)$ across the interface and $v_d(n_b-n)$ through the depleted layer. Equating the two and eliminating $n$ gives $(n_b-n_0)/(1/v_e+1/v_d)$, so $g=1/(1+v_e/v_d)$. Integrating the drift-diffusion equation gives $v_d=D/\int e^{[E_c(x)-E_c(0)]/kT}dx$, with $D$ the diffusivity and $E_c$ the band edge. For a mobility of 1400 cm²/Vs at 300 K, falling as $T^{-2.4}$, the velocities are $v_e=5.05\times10^6$ and $v_d=1.57\times10^7$ cm/s, and $g=0.757$. Drift-diffusion is stretched here: the band falls by $kT$ within 22 nm of the interface, less than the mean free path of about 40 nm, and $v_d$, computed with the low-field mobility, exceeds the saturation drift velocity of silicon, about $10^7$ cm/s. The error can go either way. A kinetic estimate with a constant relaxation time gives $g\approx0.85$ if each collision returns the electron to a thermal distribution, but about 0.6 if collisions conserve its energy all the way through the depleted layer.

**Uneven barrier.** Let independent patches have a Gaussian spread $\sigma$ about the mean barrier. Averaging $e^{-u/kT}$ over the deviation $u$, by completing the square, gives $g=e^{\sigma^2/2(kT)^2}$. The local slope energy shifts by $-\sigma^2/kT$. For $\sigma=40$ meV this is $-(0.040)^2\times38.68$ eV $=-62$ meV at 300 K, nearly as large as $aT$ and opposite in sign.

Refitting the plot from 250 to 350 K with each effect in turn gives:

| Effect | Slope shift (meV) | Prefactor multiplied by |
|---|---|---|
| Image force | −15 | 0.90 |
| Tunnelling | −7 | 0.93 |
| Diffusion | −21 | 0.33 |
| Patches | −63 | 0.29 |

Multiplying all four factors is only an illustration. The tunnelling and diffusion rows carry the uncertainties described above, image lowering and tunnelling reshape the same barrier top, and real neighbouring patches influence one another. It brings the slope energy to 0.69 eV, now below the mean barrier of 0.725 eV at 300 K. The apparent prefactor drops from 18.2 to 1.5 times $A^*$. Reading $a$ from that prefactor would give 0.03 meV/K instead of the 0.25 meV/K put in. The line is still nearly straight, with a largest residual of 0.010 in the logarithm.

An ordinary-looking prefactor is therefore no proof that the barrier is constant: the factor $e^{a/k}$ may be there and be offset by others. Equation (3) is affected as well. With these rough estimates, the four factors at 300 K multiply the current by $1.588\times1.215\times0.757\times3.310=4.83$, so (3) would return a value lower by $kT\ln4.83=41$ meV, about 0.68 eV. Quantum reflection, left out here, could undo half of that shift or more. The result is an effective barrier for the current, not the mean band-edge position.

For your model data none of these effects is present. The barrier at 300 K is 0.725 eV, and the 0.800 eV from the slope is the intercept $\phi_0$ of the linear law. For a measured contact, I would quote the slope energy together with its prefactor and temperature range, and call it a barrier only after $a$ and the factors above have been estimated. The numerical output below gives the main values to more digits; the quantum-reflection and kinetic estimates are not part of it.

## Computed values

```
Boltzmann constant k = 8.617333e-05 eV/K
phi0 = 0.800 eV, a = 0.250 meV/K
masses: long 0.92, transverse 0.19 m_e
free-electron A0 = 120.17 A/cm2/K2
A*/A0 = 2.0524, A* = 246.64 A/cm2/K2
T (K), 1/kT (1/eV), phi (eV), J (A/cm2), ln[J/T^2 in A/cm2/K2]:
  250 46.41807 0.7375 2.0922e-08 -28.72540
  300 38.68173 0.7250 1.4684e-05 -22.53633
  350 33.15577 0.7125 1.6621e-03 -18.11556
fit range 250 to 350 K, 11 points
fitted slope energy = 0.800000 eV
fitted prefactor = 4487.5 A/cm2/K2
fitted prefactor / A* = 18.1947
a/k = 2.9011, exp(a/k) = 18.1947
largest residual in ln = 7.5e-12
barrier at 300 K from one current = 0.7250 eV
slope energy minus barrier, 300 K = 75.00 meV
300 K current from slope and A* = 8.0704e-07 A/cm2
true / that current = 18.195
k ln 2 = 0.0597 meV/K
k ln(A*/A0) = 0.0620 meV/K
curved: alpha = 0.4660 meV/K, beta = 640 K
curved: barrier at 0 K = 0.7696 eV
curved: barrier at 300 K = 0.7250 eV
curved: local slope energy at 250, 300, 350 K = 0.7932, 0.8000, 0.8069 eV
curved: fitted slope energy = 0.7993 eV
curved: fitted prefactor / A* = 17.85
curved: largest residual in ln = 0.0137
donor density = 1.0e+15 cm^-3, eps_r = 11.7
band bending at 300 K = 0.461 eV
interface field at 300 K = 0.0116 MV/cm
image lowering at 300 K = 11.9 meV
mobility at 300 K = 1400 cm2/Vs, power of T = -2.4
emission, diffusion velocity = 5.05e+06, 1.57e+07 cm/s
patch spread sigma = 40 meV
patch local slope shift at 300 K = -61.9 meV
occupation at barrier top, 300 K = 6.6e-13
effect: J factor at 300 K, slope shift (meV), prefactor factor
  image force: 1.588, -14.7, 0.899
  tunnelling: 1.215, -6.9, 0.930
  diffusion: 0.757, -20.9, 0.331
  patches: 3.310, -63.4, 0.289
four effects: slope energy = 0.6941 eV
four effects: prefactor / A* = 1.454
four effects: largest residual in ln = 0.0104
four effects: a read from prefactor = 0.0322 meV/K
```
